Phase shifts and ghost levels of a one-projector PAW dataset

**Problem**

An electron of mass m moves in the spherical square well V(r) = −V0 for r < a and V(r) = 0 for r > a, with a = 0.3 nm and V0 = 16 eV. The well has two s levels, E1 < E2. The lower is frozen: it counts as core, and a dataset of the projector augmented-wave (PAW) method has to describe only the upper. There is no interaction between electrons, so freezing does not change V.

Build a dataset with one s projector, augmentation radius a and a constant local potential −W in r < a. Choose W, find the s phase shift δ(E) that the dataset gives, compare it with the analytic one, and decide whether the dataset has bound s levels besides E2.

**Conventions**

Write u(r) for r times the radial function, so u(0) = 0 and the kinetic operator is T = −t d²/dr² with

t = ħ²/2m = 0.038100 eV nm².

Let e = E/t, w = W/t, k0² = V0/t, κ² = −E2/t, and L(E) = u′(a)/u(a). Brackets ⟨f|g⟩ are integrals over r. A tilde marks pseudo quantities.

In PAW the true wave is rebuilt from a smooth one,

ψ = ψ̃ + (φ − φ̃)⟨p|ψ̃⟩,  ⟨p|φ̃⟩ = 1,

where φ is the true partial wave at E2, φ̃ a smoother wave joining it at r = a, and p a projector that vanishes outside a. The smooth wave obeys

(T + Ṽ − E)ψ̃ + p (D − EQ)⟨p|ψ̃⟩ = 0.  (1)

Q and D are the differences, true minus pseudo, of the norm and of the energy integral in r < a:

Q = ∫₀ᵃ (φ² − φ̃²) dr,
D = ∫₀ᵃ [φ(T + V)φ − φ̃(T + Ṽ)φ̃] dr.

**The partial waves**

Inside the well the true wave at E2 is sin Kr with K² = k0² − κ²; outside it is exp(−κr). Equal logarithmic derivatives at a require

K cot Ka = −κ.  (2)

Here k0·a = 6.148 lies between 3π/2 and 5π/2, which is the range for two s levels. The numerical roots give E1 = −12.939 eV and E2 = −4.299 eV (−2.073×10⁻¹⁸ J and −6.888×10⁻¹⁹ J), κ = 10.623 nm⁻¹ and K = 17.524 nm⁻¹.

With κ held fixed, the condition x cot xa = −κ has one root q_j with q_j·a between (j − ½)π and jπ, for each j = 1, 2, 3, … Since Ka = 5.257, K is q₂. The first root, q = q₁ = 8.267 nm⁻¹, gives a wave without the inner node and with the same slope at a. In r < a take

φ = sin Kr / sin Ka,  φ̃ = sin qr / sin qa.

Both equal 1 and have slope −κ at r = a, so both join the same tail.

**A tempting solution**

The true potential is constant inside the sphere and needs no smoothing. Keep it as the local potential, W = V0. Then (T − V0 − E2)φ̃ is a multiple of φ̃, so p is proportional to φ̃, and D and Q follow from their definitions. By construction φ̃ solves equation (1) at E2, and L̃(E2) = −κ is the true value.

The projector term is repulsive and pushes the frozen level out of the way, leaving E2 as the one bound level. Since the local potential is the true one, the phase shifts at other energies must be close to the true ones.

**Where it fails**

The value at E2 is right. The two conclusions drawn from it are not. Consider what equation (1) does to φ itself. From φ″ = −K²φ and φ̃″ = −q²φ̃,

(φφ̃′ − φ′φ̃)′ = φφ̃″ − φ″φ̃ = (K² − q²)φφ̃.

Integrate from 0 to a. The left side gives zero at r = 0, where both waves vanish, and −κ + κ = 0 at r = a. As K ≠ q, ⟨φ̃|φ⟩ = 0 over the sphere, and therefore ⟨p|φ⟩ = 0.

The projector does not see φ. With W = V0 the rest of equation (1) is the true Schrödinger equation, which φ solves at E2. So φ and φ̃ are two independent solutions at the same energy: the repulsion has lifted the lower level of the well to E2, but the well's own upper level was still there.

The difference φ − φ̃ is also a solution. It has zero value and zero slope at a, hence no tail, and it is rebuilt as

(φ − φ̃) + (φ − φ̃)⟨p|φ − φ̃⟩ = (φ − φ̃)(1 + 0 − 1) = 0.

It corresponds to no true state. It is a ghost, and the value of L at E2 cannot show it. To see what can, the dataset must be solved at every energy, with W left free.

**Building the dataset for any W**

*Norms.* Equation (2) gives sin²Ka = 1/(1 + cot²Ka) = K²/(K² + κ²), and sin 2Ka = 2 sin²Ka cot Ka = −2κK/(K² + κ²). Hence

∫₀ᵃ sin²Kr dr = a/2 − sin 2Ka/(4K) = a/2 + κ/[2(K² + κ²)].

Division by sin²Ka gives the inner norm of φ,

N = [a(K² + κ²) + κ]/(2K²) = 0.2224 nm.

The same formula with q gives Ñ = 0.4753 nm for φ̃. So Q = N − Ñ = −0.2529 nm: the pseudo wave carries too much charge inside, and Q takes it away.

*Projector.* Choose p ∝ (E2 − T − Ṽ)φ̃, so that φ̃ can solve equation (1) at E2. Here this is (E2 − tq² + W)φ̃, so after normalization

p = φ̃/Ñ

for every W. (At W = tq² − E2 = 6.90 eV the local well alone supports φ̃ and the factor vanishes; p is then taken as the limit.)

*Strength.* Inside, (T + V)φ = E2 φ and (T + Ṽ)φ̃ = (tq² − W)φ̃, so

D = E2 N − (tq² − W)Ñ.

For W = 0, D = −4.2993 × 0.22241 − 2.6042 × 0.47535 = −2.194 eV nm. Subtracting E2 Q = E2 N − E2 Ñ gives

D − E2 Q = (E2 − tq² + W)Ñ,

which is what φ̃ needs to solve equation (1) at E2.

**The logarithmic derivative at any energy**

Let γ² = e + w, X = γ² − q² and η = e + κ² = (E − E2)/t. Define Λ = (D − EQ)/(tÑ). Writing EQ = E2 Q + tηQ,

Λ = (−κ² − q² + w) − η(N/Ñ − 1).

Since −κ² + η = e, this is

Λ = X − ηN/Ñ.

Inside the sphere, equation (1) divided by t reads

−u″ − γ²u + Λ φ̃ ⟨φ̃|u⟩/Ñ = 0.

Try u = f + cφ̃ with f = sin γr, and let M = ⟨φ̃|f⟩. The f terms cancel in −u″ − γ²u, and φ̃ contributes −cXφ̃. The coefficient of φ̃ must vanish:

−cX + Λ(M/Ñ + c) = 0.

Because Λ − X = −ηN/Ñ, this gives c = ΛM/(ηN).

M follows from the same identity as before, (fφ̃′ − f′φ̃)′ = X fφ̃. With ℓ = γ cot γa, so that f′(a) = ℓ f(a),

XM = −κf(a) − f′(a) = −(κ + ℓ) f(a).

At the boundary u(a) = f(a) + c and u′(a) = ℓf(a) − κc. In the sum u′ + κu the constant c drops out, leaving (ℓ + κ)f(a). Therefore

1/(L̃ + κ) = u/(u′ + κu) = 1/(ℓ + κ) + c/[(ℓ + κ)f(a)].

The last term equals −Λ/(ηNX) = −(X − ηN/Ñ)/(ηNX). The result is

1/(L̃ + κ) = −1/(Nη) + 1/(κ + γ cot γa) + 1/[Ñ(γ² − q²)].  (3)

For E < −W, γ is imaginary and γ cot γa remains real. At γ = q the last two terms diverge with opposite signs and their sum is finite.

The true well gives

L = K_E cot K_E a,  K_E² = e + k0².  (4)

**What the dataset keeps and what it replaces**

Equation (4) can be put in the same form. Let φ_j = sin q_j r / sin q_j a, with inner norm N_j; then N₁ = Ñ and N₂ = N. These functions are orthogonal and complete on the sphere for the boundary slope −κ. Multiply the true equation −u″ − k0²u − eu = 0 by φ_j and integrate by parts twice. The boundary terms give −u′(a) − κu(a), so

(q_j² − k0² − e)⟨φ_j|u⟩ = u′(a) + κu(a).

Insert this in u(a) = Σ_j ⟨φ_j|u⟩/N_j, which uses φ_j(a) = 1:

1/(L + κ) = Σ_j 1/[N_j(q_j² − k0² − e)].  (5)

The term j = 2 is −1/(Nη), because K² − k0² = −κ². For the local well of depth W the same argument gives 1/(ℓ + κ) = Σ_j 1/[N_j(q_j² − γ²)]. Its first term cancels the last term of equation (3), and

1/(L̃ + κ) = −1/(Nη) + Σ_{j≥2} 1/[N_j(q_j² − w − e)].  (6)

The valence pole is kept with its strength. The term j = 1 of equation (5), whose pole at tq² − V0 = −13.40 eV lies near the frozen level, is gone; it is called the core pole below. The remaining true poles are replaced by those of the local well.

Let B and B̃ be the values at E2 of everything except −1/(Nη) in equations (5) and (6). If B̃ is finite, inversion gives

L̃ + κ = −Nη − N²B̃η² + …,

and the same for L with B. The value and the first energy derivative agree at E2. The difference starts at second order:

L̃ − L = Cη² + …,  C = −N²(B̃ − B).

The common slope is dL/dE = −N/t = −5.838 nm⁻¹ eV⁻¹.

B̃ is infinite when w = q_j² + κ² for some j ≥ 2. The first such case is w = K² + κ² = k0², the choice W = V0. Equation (6) then contains −1/(Nη) twice, so L̃ + κ ≈ −Nη/2. The slope is −2.919 nm⁻¹ eV⁻¹, half the true one. This is how a scattering test detects the degenerate ghost: in the energy slope, while the value at E2 is correct.

**Choosing W = 0**

With W = 0 the number of bound levels can be settled without computation. The operator acting in equation (1) is then T, which has no negative expectation value, plus the single term p D⟨p|. If it had a two-dimensional space of negative expectation values, some vector of that space would be orthogonal to p, and its energy would be that of T alone, a contradiction.

The overlap operator 1 + p Q⟨p| is positive: on p it gives 1 + Q/Ñ = N/Ñ = 0.468, and on functions orthogonal to p it gives 1. The number of negative levels therefore equals the dimension of that negative space, at most one. It is E2.

For this dataset C = −5.33×10⁻⁴ nm³, so B̃ − B = 5.33×10⁻⁴/0.2224² = 0.0108 nm. The missing j = 1 term contributes −1/[Ñ(q² − K²)] = 1/(0.4753 × 238.8) = 0.0088 nm of this. The local well adds a j = 2 term that has no counterpart in B, 1/[N(K² + κ²)] = 0.0107 nm, and the displacement of the poles with j ≥ 3 gives the remaining −0.0087 nm. The last two largely cancel for this well, which leaves the total about 22 % above the contribution of the absent core pole.

At 0.5 eV above E2, η = 13.12 nm⁻² and Cη² = −0.092 nm⁻¹; the full difference L̃ − L is −0.106 nm⁻¹. At 2 eV above E2 the quadratic term gives −1.47 nm⁻¹ against a full difference of −3.37 nm⁻¹, so the leading term no longer suffices.

**Phase shifts**

For E > 0 the outer wave is sin(kr + δ) with k² = e, so

k cot(ka + δ) = L.

This fixes δ up to multiples of 180°, and phases are compared in that sense.

Take E = 5 eV, where k = 11.456 nm⁻¹ and ka = 3.437.

True well: K_E² = 21/0.0381 = 551.2 nm⁻², K_E a = 7.043, and L = 24.70 nm⁻¹. Then ka + δ = arctan(11.456/24.70) = 0.434, so δ = −3.003 rad, which is 8.0° after adding 180°.

Dataset: with W = 0, γ = k and γ cot γa = 37.68 nm⁻¹. The three terms of equation (3) are

−1/(0.2224 × 244.1) = −0.01842 nm,
1/(10.62 + 37.68) = 0.02070 nm,
1/(0.4753 × 62.88) = 0.03346 nm.

Their sum is 0.03574 nm, so L̃ = 27.98 − 10.62 = 17.36 nm⁻¹. Then ka + δ̃ = 0.583 and δ̃ = 16.5°. The error is 8.5°.

For the tempting choice W = V0, γ = K_E and the three terms are −0.01842, 0.02831 and 0.00436 nm. They give L̃ = 59.6 nm⁻¹ and ka + δ̃ = 0.190, an error of −14°. Keeping the true potential as the local one does not keep the phase.

The same calculation at other energies gives, in degrees:

E = 1 eV: true −87.3, dataset −84.7, error 2.7
E = 2 eV: true 60.1, dataset 64.4, error 4.3
E = 5 eV: true 8.0, dataset 16.5, error 8.5
E = 10 eV: true −10.0, dataset −0.3, error 9.8
E = 20 eV: true −42.5, dataset −3.8, error 38.7

The apparent jump between 1 and 2 eV is the 180° convention: −87.3° is equivalent to 92.7°. The dataset is good to a few degrees up to about 2 eV, some 6 eV above E2, and is unusable at 20 eV. One projector fixes the value and one energy derivative at one energy. Away from E2 the phase depends on where W puts the remaining poles of equation (6), and this dependence is strong. For W = 5 eV, still free of ghosts, the errors at 1, 2, 5 and 10 eV are 10.2°, 21.2°, 74.4° and 72.9°; for W = −5 eV they are 0.3°, −0.2°, −6.2° and −37.4°. A repulsive W = −21.0 eV makes C vanish, yet the error at 10 eV is then −68°. The modest errors of W = 0 up to 10 eV belong to this well and this choice, and absence of a ghost does not by itself give good phases.

**The role of Q**

Suppose the energy dependence of the strength is dropped and D − EQ is frozen at its value for E2. Then Λ = −κ² − q² + w = X − η, and the derivation of equation (3) runs as before with Ñ in place of N in the valence pole. The level E2 survives, but the slope becomes −Ñ/t = −12.48 nm⁻¹ eV⁻¹, too steep by the factor Ñ/N = 2.14. With W = 0 the phase errors at 1, 2 and 5 eV grow to 10.5°, 14.8° and 20.4°. At 10 eV the error is 11.2° against 9.8° with Q, and at 20 eV it is 44.6° against 38.7°.

**When a ghost appears**

Only Ṽ and D depend on W. Let θ be 1 inside the sphere and 0 outside. Since D contains +WÑ and p = φ̃/Ñ, the W-dependent part of the Hamiltonian is

−W(θ − φ̃⟨φ̃|/Ñ).

The bracket removes the φ̃ component and keeps the rest of the inner function, so its expectation value is never negative. As W grows, no level can rise. The level E2 stays fixed, because the bracket gives zero on φ̃.

A second level enters at E = 0 when the outer wave is constant, L̃ = 0, or 1/(L̃ + κ) = 1/κ = 0.0941 nm. At W = 0 and E = 0 equation (3) gives only 0.0010 nm. By equation (6) this quantity rises with W and diverges at W = tK² = 11.70 eV, so it crosses 1/κ once before that. The numerical root is W = 10.02 eV.

Diagonalizing equation (1) in 600 sine functions in a sphere of radius 4.5 nm gives these bound s levels:

W = 0 and 8 eV: −4.299 eV
W = 14 eV: −4.299 and −2.639 eV
W = 16 eV: −4.299 eV, twice
W = 20 eV: −7.814 and −4.299 eV

The ghost enters from above, meets E2 at W = V0, and passes below it. In the last case, filling the lowest s level would put the electron in the ghost.

The case W = 14 eV shows the limit of a local test. Here B̃ is finite, so the value and slope of L̃ at E2 are both correct, yet a ghost lies 1.66 eV above. The phase errors are −9.9°, −13.6°, −23.0° and −34.9° at 1, 2, 5 and 10 eV, larger in size than for W = 0. At 20 eV the error is −15.5°, smaller than the 38.7° of the ghost-free dataset. Agreement at a single energy therefore does not rank datasets; the comparison has to cover the energy range of use, and the bound spectrum has to be examined as well.

**Answer and its limits**

Take W = 0, a simple ghost-free choice rather than an optimized one, with p = φ̃/Ñ and the D and Q above. The phase shift follows from equation (3) and k cot(ka + δ̃) = L̃, and E2 is the one bound s level.

The frozen level has 2.9 % of its probability outside a. This does not enter the phase comparison, since V is fixed and the core wave appears nowhere in equation (1). With interacting electrons that tail contributes to the density and potential outside the sphere. PAW datasets keep it through a pseudo core density equal to the true one there, but hold it fixed; the error of not letting it respond to the surroundings is not contained in the present model.
